**Exchange ladder and the f-sum rule in the electron gas**

The program shows that Hartree-Fock pair energies without the exchange ladder exceed the f-sum rule by a positive amount X, and that a ladder with the same interaction removes X. Here `g` is the occupation difference of a pair, `T` its kinetic energy change, `S` its self-energy change, `D = T + S`, and `W` the exchange ladder matrix. The program asserts the Ward identity `S = W g`, the agreement of the linearized equation with the full density-matrix commutator, the continuity equation and the vertex identity. It also asserts the f-sums obtained by diagonalization and from the high-frequency response, including two mismatched choices of energies and ladder. For 66 electrons at r_s = 2 the required sum is 208.84 eV; Hartree-Fock energies alone give 402.61 eV, and adding the ladder restores 208.84 eV. The closed formula for X in the infinite gas is asserted against real-space quadrature and its small-q limit. The relative excess in the box approaches that formula as the box grows, from 0.928 against 0.725 with 66 electrons to 0.735 against 0.724 with 4218.

## Numerical check

```python
"""
Result under test: in the electron gas the density response built from
Hartree-Fock (HF) energies alone violates the f-sum rule by a positive excess X;
the exchange ladder with the same interaction removes X exactly.

For momentum transfer q and pair (k -> k+q), with Fermi-sea occupations f:
  g = f(k) - f(k+q)            occupation difference, +1 or -1
  T = kinetic energy change    S = change of the exchange self-energy
  D = T + S                    HF pair energy
  W = v(k-k')/V                exchange ladder matrix
Momenta in the periodic box are integer vectors times 2 pi / L; energies in eV.
The sum over positive excitation energies, sum E |rho_n0|^2, must equal
N hbar^2 q^2 / 2m. HEAD is the k = k' element of 1/n^2 that makes a lattice sum
over a smooth function agree with the integral.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.special import spherical_jn

hbar, mass, charge, eps0 = sc.hbar, sc.m_e, sc.e, sc.epsilon_0
bohr = 4 * np.pi * eps0 * hbar**2 / (mass * charge**2)
r_s = 2.0
k_fermi = (9 * np.pi / 4) ** (1 / 3) / (r_s * bohr)


def lattice_head(alpha):
    ax = np.arange(-12, 13)
    n2 = (ax[:, None, None]**2 + ax[None, :, None]**2 + ax[None, None, :]**2)
    n2 = n2[n2 > 0].astype(float)
    return 2 * np.pi**1.5 / np.sqrt(alpha) + alpha - np.sum(np.exp(-alpha * n2) / n2)


HEAD = lattice_head(0.3)
assert abs(HEAD - lattice_head(0.4)) < 1e-8


def coulomb(d, scale):
    n2 = np.sum(d**2, axis=-1).astype(float)
    return scale * np.where(n2 > 0, 1 / np.maximum(n2, 1.0), HEAD)


def make_box(shell, q_int):
    """Closed-shell box: all integer vectors with n^2 <= shell are occupied."""
    reach = int(np.sqrt(shell)) + q_int
    ax = np.arange(-reach, reach + 1)
    grid = np.array(np.meshgrid(ax, ax, ax, indexing="ij")).reshape(3, -1).T
    q = np.array([q_int, 0, 0])
    f_k = (np.sum(grid**2, axis=1) <= shell).astype(float)
    f_kq = (np.sum((grid + q)**2, axis=1) <= shell).astype(float)
    sea = grid[f_k > 0]
    g = f_k - f_kq
    k = grid[g != 0]
    g = g[g != 0]
    number = 2 * len(sea)
    length = r_s * bohr * (4 * np.pi * number / 3) ** (1 / 3)
    unit = 2 * np.pi / length
    kin = hbar**2 * unit**2 / (2 * mass) / charge
    cou = charge**2 / (eps0 * unit**2 * length**3) / charge
    T = kin * (np.sum((k + q)**2, axis=1) - np.sum(k**2, axis=1))

    def sigma(n):
        return -coulomb(n[:, None, :] - sea[None, :, :], cou).sum(axis=1)

    S = sigma(k + q) - sigma(k)
    return dict(k=k, q=q, g=g, N=number, L=length, kin=kin, cou=cou, T=T, S=S,
                Q=q_int * unit / k_fermi)


box = make_box(4, 1)
k, q, g, T, S = (box[name] for name in ("k", "q", "g", "T", "S"))
kin, cou = box["kin"], box["cou"]
D = T + S
W = coulomb(k[:, None, :] - k[None, :, :], cou)
hartree = 2 * cou / np.sum(q**2) * np.ones_like(W)
none = np.zeros_like(W)
q_si = 2 * np.pi / box["L"]
exact = box["N"] * hbar**2 * q_si**2 / (2 * mass) / charge

# Ward identity: self-energy difference equals ladder acting on g
ward_error = np.max(np.abs(S - W @ g))
assert ward_error < 1e-10 * np.max(np.abs(S))

# Linearized equation against the full density-matrix commutator [h[rho], rho]
ax = np.arange(-3, 4)
basis = np.array(np.meshgrid(ax, ax, ax, indexing="ij")).reshape(3, -1).T
basis = basis[np.sum(basis**2, axis=1) <= 9]
lookup = -np.ones((19, 19, 19), dtype=int)
lookup[tuple((basis + 9).T)] = np.arange(len(basis))
ax = np.arange(-6, 7)
transfers = np.array(np.meshgrid(ax, ax, ax, indexing="ij")).reshape(3, -1).T


def fock(rho):
    h = np.diag(kin * np.sum(basis**2, axis=1))
    for p in transfers:
        source = lookup[tuple((basis - p + 9).T)]
        a = np.nonzero(source >= 0)[0]
        if len(a) == 0:
            continue
        c = source[a]
        v = float(coulomb(p, cou))
        h[np.ix_(a, a)] -= v * rho[np.ix_(c, c)]
        if p.any():
            h[a, c] += 2 * v * rho[a, c].sum()
    return h


rows = lookup[tuple((k + q + 9).T)]
cols = lookup[tuple((k + 9).T)]
assert rows.min() >= 0 and cols.min() >= 0
probe = np.random.default_rng(1).normal(size=len(k))


def commutator(eta):
    rho = np.diag((np.sum(basis**2, axis=1) <= 4).astype(float))
    rho[rows, cols] += eta * probe
    rho[cols, rows] += eta * probe
    h = fock(rho)
    return (h @ rho - rho @ h)[rows, cols]


numeric = (commutator(0.01) - commutator(-0.01)) / 0.02
linear = D * probe + g * ((hartree - W) @ probe)
commutator_error = np.max(np.abs(numeric - linear)) / np.max(np.abs(linear))
assert commutator_error < 1e-8


def spectral_sum(pair_energy, kernel):
    """Sum of E |rho_n0|^2 over positive modes, and the lowest mode energy.
    The generalized eigenproblem needs a positive (stable) matrix."""
    stability = np.diag(pair_energy / g) + kernel
    assert np.linalg.eigvalsh(stability)[0] > 0
    inverse_energy, modes = eigh(np.diag(g), stability)
    up = inverse_energy > 0
    energy = 1 / inverse_energy[up]
    return 2 * np.sum(energy**2 * modes[:, up].sum(axis=0)**2), energy.min()


sum_bare, low_bare = spectral_sum(T, none)
sum_hf, low_hf = spectral_sum(D, none)
sum_ladder, low_ladder = spectral_sum(D, -W)
sum_full, low_full = spectral_sum(D, hartree - W)
excess = g @ W @ g
assert abs(sum_bare / exact - 1) < 1e-9
assert abs(sum_ladder / exact - 1) < 1e-9
assert abs(sum_full / exact - 1) < 1e-9
assert abs(sum_hf / (exact + excess) - 1) < 1e-9
assert excess > 0.1 * exact


def amplitudes(z, pair_energy, kernel):
    return np.linalg.solve(np.diag(z - pair_energy) - g[:, None] * kernel, g + 0j)


def high_frequency_sum(pair_energy, kernel):
    z = 1e5j
    return (z**2 * amplitudes(z, pair_energy, kernel).sum()).real


# Mismatched choices: ladder on bare energies; screened ladder on HF energies
n_fermi2 = (k_fermi / q_si)**2
d2 = np.sum((k[:, None, :] - k[None, :, :])**2, axis=-1)
W_screened = cou / (d2 + n_fermi2)
excess_screened = g @ W_screened @ g
sum_bare_ladder = high_frequency_sum(T, -W)
sum_screened = high_frequency_sum(D, -W_screened)
assert abs(high_frequency_sum(D, -W) / exact - 1) < 1e-5
assert abs(sum_bare_ladder - (exact - excess)) < 1e-5 * exact
assert abs(sum_screened - (exact + excess - excess_screened)) < 1e-5 * exact

# Continuity and vertex identity at a finite complex frequency
z = 12.0 + 1.0j


def continuity_violation(kernel):
    amp = amplitudes(z, D, kernel)
    return abs(z * amp.sum() - T @ amp) / abs(z * amp.sum())


broken = continuity_violation(none)
kept = continuity_violation(hartree - W)
assert kept < 1e-9 and broken > 1e-2
vertex = np.linalg.solve(np.eye(len(g)) + W * (g / (z - D))[None, :], z - T)
vertex_error = np.max(np.abs(vertex - (z - D))) / np.max(np.abs(z - D))
assert vertex_error < 1e-9


# Infinite system: closed formula for the relative excess X/F
def L_closed(Q):
    log1 = np.log(abs((2 + Q) / (2 - Q)))
    log2 = np.log(abs((4 - Q**2) / Q**2))
    return (1 / 5 - Q**2 / 40 - (1 / (5 * Q) - Q / 4) * log1
            + (Q**2 / 8 - Q**4 / 160) * log2)


def relative_excess(Q):
    return 4 * L_closed(Q) / (np.pi * k_fermi * bohr * Q**2)


def small_q_excess(Q):
    return (np.log(2 / Q) + 5 / 6) / (np.pi * k_fermi * bohr)


x = np.linspace(1e-6, 400.0, 400001)
hole = spherical_jn(1, x)**2 / x
for Q in (0.1, 0.5, 1.0, 3.0):
    real_space = simpson(hole * (1 - np.sinc(Q * x / np.pi)), x=x)
    real_space += 1 / (4 * x[-1]**2)  # mean of the oscillating tail
    assert abs(3 * real_space / L_closed(Q) - 1) < 1e-3
assert abs(relative_excess(0.01) / small_q_excess(0.01) - 1) < 1e-3

# Larger boxes at nearly the same q approach the closed formula
size_rows = []
for shell, q_int in ((4, 1), (16, 2), (64, 4)):
    b = make_box(shell, q_int)
    size_rows.append((b["N"], b["Q"], b["g"] @ b["S"] / (b["g"] @ b["T"]),
                      relative_excess(b["Q"])))
errors = [abs(r[2] / r[3] - 1) for r in size_rows]
assert errors[-1] < 0.05 and errors[-1] < 0.5 * errors[0]

print(f"density parameter r_s = {r_s:.1f}")
print(f"Bohr radius = {bohr*1e9:.6f} nm")
print(f"Fermi wave number = {k_fermi*1e-9:.4f} 1/nm")
print(f"k_F a0 = {k_fermi*bohr:.5f}")
print(f"box: electrons = {box['N']}, pair amplitudes = {len(g)}")
print(f"box edge = {box['L']*1e9:.5f} nm")
print(f"q = {q_si*1e-9:.4f} 1/nm, q/k_F = {box['Q']:.4f}")
print(f"kinetic unit hbar^2 q^2/2m = {kin:.4f} eV")
print(f"Coulomb unit v(q)/V = {cou:.4f} eV")
print(f"lattice value replacing 1/n^2 at n=0: {HEAD:.5f}")
print(f"required f-sum N hbar^2 q^2/2m = {exact:.4f} eV")
print("f-sum from diagonalization (eV), ratio to required, lowest mode (eV):")
for label, value, low in (("bare energies, no ladder", sum_bare, low_bare),
                          ("HF energies, no ladder", sum_hf, low_hf),
                          ("HF energies + ladder", sum_ladder, low_ladder),
                          ("HF + ladder + Hartree", sum_full, low_full)):
    print(f"  {label:26s} {value:10.4f} {value/exact:9.5f} {low:9.4f}")
print(f"excess g.W.g in the box = {excess:.4f} eV")
print("f-sum from high-frequency response (eV), ratio to required:")
print(f"  bare energies + ladder     {sum_bare_ladder:10.4f} {sum_bare_ladder/exact:9.5f}")
print(f"  HF + screened ladder       {sum_screened:10.4f} {sum_screened/exact:9.5f}")
print(f"excess of screened interaction (kappa = k_F) = {excess_screened:.4f} eV")
print(f"test frequency hbar omega = {z.real:.1f} + {z.imag:.1f} i eV")
print(f"relative continuity violation, HF without ladder = {broken:.4f}")
print(f"relative continuity violation, with ladder = {kept:.1e}")
print(f"relative error of vertex identity = {vertex_error:.1e}")
print(f"largest error of Ward identity = {ward_error:.1e} eV")
print(f"relative error of linearized commutator = {commutator_error:.1e}")
print("box size study: electrons, q/k_F, X/F in box, X/F infinite system:")
for n_el, Q, in_box, infinite in size_rows:
    print(f"  {n_el:5d} {Q:8.4f} {in_box:9.4f} {infinite:9.4f}")
print("infinite system: q/k_F, L, X/F, small-q formula for X/F:")
for Q in (0.01, 0.1, 0.5, 1.0, 3.0):
    print(f"  {Q:5.2f} {L_closed(Q):11.7f} {relative_excess(Q):8.4f} {small_q_excess(Q):8.4f}")
print("PASS")
```

Printed output:

```
density parameter r_s = 2.0
Bohr radius = 0.052918 nm
Fermi wave number = 18.1334 1/nm
k_F a0 = 0.95958
box: electrons = 66, pair amplitudes = 26
box edge = 0.68946 nm
q = 9.1132 1/nm, q/k_F = 0.5026
kinetic unit hbar^2 q^2/2m = 3.1642 eV
Coulomb unit v(q)/V = 0.6648 eV
lattice value replacing 1/n^2 at n=0: 8.91363
required f-sum N hbar^2 q^2/2m = 208.8379 eV
f-sum from diagonalization (eV), ratio to required, lowest mode (eV):
  bare energies, no ladder     208.8379   1.00000    3.1642
  HF energies, no ladder       402.6065   1.92784    9.0142
  HF energies + ladder         208.8379   1.00000    2.5845
  HF + ladder + Hartree        208.8379   1.00000    3.0486
excess g.W.g in the box = 193.7686 eV
f-sum from high-frequency response (eV), ratio to required:
  bare energies + ladder        15.0693   0.07216
  HF + screened ladder         388.8454   1.86195
excess of screened interaction (kappa = k_F) = 13.7612 eV
test frequency hbar omega = 12.0 + 1.0 i eV
relative continuity violation, HF without ladder = 0.4025
relative continuity violation, with ladder = 1.5e-16
relative error of vertex identity = 3.0e-16
largest error of Ward identity = 3.6e-15 eV
relative error of linearized commutator = 6.0e-16
box size study: electrons, q/k_F, X/F in box, X/F infinite system:
     66   0.5026    0.9278    0.7245
    514   0.5071    0.7664    0.7214
   4218   0.5028    0.7346    0.7243
infinite system: q/k_F, L, X/F, small-q formula for X/F:
   0.01   0.0001533   2.0340   2.0340
   0.10   0.0095676   1.2695   1.2702
   0.50   0.1368417   0.7263   0.7363
   1.00   0.3603908   0.4782   0.5064
   3.00   0.7110896   0.1048   0.1419
PASS
```
